# Cyclic Shifts and Reversal of Multistep Deposition Cycles

## Order of steps and convergence of a deposition cycle

Consider three reactant pulses A, B and C of fixed doses, repeated to grow a film. In the model worked out below, the order ABC shrinks a departure from steady growth by an average factor of 0.025 per cycle at late times. So do BCA and CAB. With the same doses in the order CBA the late factor is 0.73, and the departure then changes sign every cycle. Steady growth falls from 0.77 to 0.43 nm per cycle. Changing the starting pulse leaves the eigenvalues that govern late convergence unchanged; reversing the order can change them.

### The cycle as a matrix

Let the column vector $p$ hold the fractions of surface sites carrying each type of end group. Assume that sites react independently, with first-order kinetics, and that every dose is the same in each cycle. Each step is then a fixed matrix. Since the rightmost matrix in a product acts first on a column vector, the order ABC, with A first, gives

$$
p_{n+1}=Kp_n,\qquad K=CBA. \tag{1}
$$

No site is lost, so the columns of each step matrix sum to one. If $p_*$ is the periodic surface, $Kp_*=p_*$, the deviation $\delta_n=p_n-p_*$ has components that sum to zero, and

$$
\delta_{n+1}=K\delta_n. \tag{2}
$$

Every step maps zero-sum vectors to zero-sum vectors. The *convergence eigenvalues* are those of $K$ on this subspace: all eigenvalues of $K$ except one eigenvalue 1, which expresses site conservation. If all have modulus below one, the largest modulus sets the late decay, provided that the initial surface excites that mode and the measured quantity responds to it.

### Why a cyclic shift changes no eigenvalue

For square matrices $X$ and $Y$,

$$
\det(\lambda I-XY)=\det(\lambda I-YX). \tag{3}
$$

If $X$ is invertible, $XY=X(YX)X^{-1}$, so the two products are similar and (3) holds. If $X$ is singular, $X+\epsilon I$ is invertible for all sufficiently small $\epsilon\neq0$. Both determinants are polynomials in $\epsilon$, so their equality survives the limit $\epsilon\to0$.

Put $X=CB$ and $Y=A$. Then $CBA$ and $ACB$, the matrices of the orders ABC and BCA, have the same characteristic polynomial. Moving one step at a time covers all cyclic shifts of a cycle of any length. Removing the common factor $\lambda-1$ leaves equal convergence eigenvalues.

The eigenvectors show the physical reason. Write $K=XA$ and $K'=AX$. If $Kv=\lambda v$ with $\lambda\ne0$, then

$$
K'(Av)=A(XAv)=\lambda Av, \tag{4}
$$

and $Av\neq0$, because $XAv=\lambda v\neq0$. The same disturbance is being inspected after pulse A instead of before it.

Zero eigenvalues need more care, since they describe disturbances that vanish in a finite number of cycles. From

$$
K'^{\,n+1}=(AX)^{n+1}=A(XA)^nX=AK^nX, \tag{5}
$$

if $K^n$ vanishes on deviations, so does $K'^{\,n+1}$. The same argument with the roles exchanged shows that the extinction times differ by at most one cycle. The shift therefore preserves eigenvalues, but not every detail of the transient.

### What reversal changes

The reversed order CBA has the matrix $ABC$. Since a trace is unchanged by cyclic shifts, $\operatorname{tr}(ABC)=\operatorname{tr}(CAB)$, and

$$
\operatorname{tr}(CBA)-\operatorname{tr}(ABC)
=\operatorname{tr}\big(C[B,A]\big),\qquad [B,A]=BA-AB. \tag{6}
$$

A nonzero value proves that the spectra differ. For three surface states there is a converse. The deviation space is then two-dimensional, and a $2\times2$ matrix has the characteristic polynomial $\lambda^2-(\text{trace})\lambda+(\text{determinant})$. The determinants of the two orders agree, because each is the product of the same three determinants. The spectra therefore agree if and only if (6) vanishes.

Noncommutation alone does not ensure a difference. Write each $2\times2$ deviation matrix as $M=m_0I+\mathbf m\cdot\boldsymbol\sigma$, with the Pauli matrices $\boldsymbol\sigma$. The identity parts drop out of the commutator, leaving $[B,A]=2i(\mathbf b\times\mathbf a)\cdot\boldsymbol\sigma$. With $\operatorname{tr}(\sigma_i\sigma_j)=2\delta_{ij}$,

$$
\operatorname{tr}\big(C[B,A]\big)=4i\,\mathbf c\cdot(\mathbf b\times\mathbf a). \tag{7}
$$

The $y$ component of the vector of a real matrix is imaginary, so the result is real. Three vectors can be pairwise nonparallel, so that no two steps commute, and still lie in one plane. Reversal then changes no eigenvalue.

Three cases are protected:

- With two steps, reversal is itself a cyclic shift.
- With two surface states, the deviation space has one dimension, where all steps act as numbers and commute.
- If all steps obey detailed balance with the same positive distribution $\pi$, then with $\Pi=\operatorname{diag}(\pi)$ each step satisfies $S=\Pi S^T\Pi^{-1}$. Hence $ABC=\Pi A^TB^TC^T\Pi^{-1}=\Pi(CBA)^T\Pi^{-1}$, which has the spectrum of $CBA$.

### One-way chemistry with three end groups

Let state 1 be an acid or hydroxyl group, state 2 an aluminium-methyl group and state 3 an amine. Trimethylaluminium (A) converts 1 to 2, ethanolamine (B) converts 2 to 3, and maleic anhydride (C) converts 3 to 1. The conversions are $a,b,c$ and the unreacted fractions $x=1-a$, $y=1-b$, $z=1-c$:

$$
A=\begin{pmatrix}x&0&0\\a&1&0\\0&0&1\end{pmatrix},\quad
B=\begin{pmatrix}1&0&0\\0&y&0\\0&b&1\end{pmatrix},\quad
C=\begin{pmatrix}1&0&c\\0&1&0\\0&0&z\end{pmatrix}. \tag{8}
$$

Multiplication gives

$$
CBA=\begin{pmatrix}x+abc&bc&c\\ay&y&0\\abz&bz&z\end{pmatrix},\qquad
ABC=\begin{pmatrix}x&0&cx\\a&y&ac\\0&b&z\end{pmatrix}. \tag{9}
$$

The traces differ by $abc$, the probability that an acid site passes through all three reactions within one forward cycle and returns to its initial type. In the reversed order, a site that has just reacted with A must wait for the next cycle to meet B.

Both determinants equal $xyz$. Subtracting the eigenvalue 1 from the traces gives, for the remaining pair,

$$
\lambda^2-s\lambda+xyz=0, \tag{10}
$$

$$
s_F=x+y+z+abc-1=xy+yz+zx-xyz,\qquad s_R=x+y+z-1. \tag{11}
$$

The second form of $s_F$ follows from $abc=(1-x)(1-y)(1-z)=1-x-y-z+xy+yz+zx-xyz$.

Both orders converge when $0<a,b,c<1$. Call the left side of (10) $f(\lambda)$. Substituting $x=1-a$ and so on,

$$
f_F(1)=ab+bc+ca-2abc,\qquad f_R(1)=ab+bc+ca-abc, \tag{12}
$$

$$
f_F(-1)=1+xy+yz+zx,\qquad f_R(-1)=x+y+z+xyz. \tag{13}
$$

All four are positive; for the first, write $f_F(1)=abz+bcx+ca$. A complex pair has modulus $\sqrt{xyz}<1$. For real roots, positivity at $\pm1$ means that the number of roots above 1, and likewise the number below $-1$, is zero or two. Two such roots would have a product above one, contradicting $xyz<1$. Hence both lie between $-1$ and 1.

### Steady growth

In the periodic state every step converts the same fraction $J$ of all sites, because each end group must gain in a cycle what it loses. Let $p_i$ be the fractions at the start of a cycle.

In the order ABC, $ap_1=J$. State 2 receives $J$ before B acts, so $b(p_2+J)=J$. Likewise $c(p_3+J)=J$. Thus $p_1=J/a$, $p_2=J(1/b-1)$ and $p_3=J(1/c-1)$. Their sum is one, so

$$
J_F=\frac1{1/a+1/b+1/c-2}. \tag{14}
$$

In the order CBA, $cp_3=J$ and $bp_2=J$, since B acts before A has refilled state 2. State 1 is refilled by C before A acts, so $a(p_1+J)=J$. Summing the three fractions gives

$$
J_R=\frac1{1/a+1/b+1/c-1}. \tag{15}
$$

A cyclic shift follows the same periodic sequence of surfaces and so keeps $J$.

### Complete and partial reactions

For complete reactions, $x=y=z=0$, the forward eigenvalues are both zero. The reversed ones are 0 and $-1$. After at most one cycle, each reversed site alternates between states 2 and 3 at the cycle ends: B turns 2 into 3, and in the next cycle C followed by A turns 3 into 2. It gains one full repeat unit every two cycles. Unless the two populations are equal, the surface composition alternates without decay, and so does the growth, except when layer B is as thick as layers A and C together.

Equal conversions $a=b=c=\epsilon$ show how this arises. The discriminants $s^2-4xyz$ of (10) are

$$
\begin{aligned}
\Delta_F&=(2-3\epsilon+\epsilon^3)^2-4(1-\epsilon)^3
=-\epsilon^2(1-\epsilon)^3(3+\epsilon),\\
\Delta_R&=(2-3\epsilon)^2-4(1-\epsilon)^3
=\epsilon^2(4\epsilon-3).
\end{aligned} \tag{16}
$$

For $0<\epsilon<3/4$ both pairs are complex and have the same modulus, $(1-\epsilon)^{3/2}$. Reversal then changes the phase of the oscillation but not its decay rate: different eigenvalues need not mean different convergence speeds. Above $\epsilon=3/4$ the reversed pair is real, and its larger modulus is

$$
|\lambda_R|=\tfrac12\left[3\epsilon-2+\epsilon\sqrt{4\epsilon-3}\right], \tag{17}
$$

which rises from $1/8$ to 1 as $\epsilon$ goes from $3/4$ to 1. For equal conversions, reversed convergence is thus fastest at 75 % conversion, and more complete reactions make it slower.

The case $a=b=1$, $0<c<1$ illustrates (5). All columns of $CBA$ become $(c,0,z)^T$, so the order ABC forgets its initial surface in one cycle. For BCA, the columns of $ACB$ are $(0,1,0)^T$, $(0,c,z)^T$ and $(0,c,z)^T$. The difference between states 1 and 3 becomes $z$ times the difference between states 2 and 3, which vanishes in the next cycle. Here two cycles are needed, although both orders have only zero convergence eigenvalues.

### Numerical example

Take 400 K, a reactant pressure $P=0.01$ Torr and a site area $\sigma=0.25$ nm². The rate constant of a molecule of mass $m$ is its impact rate on a site times a reaction probability $r$:

$$
k=\frac{r\sigma P}{\sqrt{2\pi mk_BT}}. \tag{18}
$$

For A, B and C the chosen values of $r$ are $10^{-3}$, $5\times10^{-4}$ and $3\times10^{-4}$, and the pulses last 0.5, 1.0 and 1.5 s. Molar masses of 72.09, 61.08 and 98.06 g/mol give $k=5.172$, 2.809 and 1.330 s⁻¹. For A the exposure is $5.172\times0.5=2.586$, so $a=1-e^{-2.586}=0.9247$. Similarly $b=0.9397$ and $c=0.8640$.

The unreacted fractions are 0.0753, 0.0603 and 0.1360, with product 0.000617. Equation (11) gives $s_F=0.0224$ and $s_R=0.2716-1=-0.7284$. From (10),

$$
\lambda_F=0.0112\pm0.0222i,\qquad
\lambda_R=-0.7276,\ -0.0008. \tag{19}
$$

The forward modulus is $\sqrt{0.000617}=0.0248$. At these asymptotic rates a hundredfold decay takes 1.25 cycles forward and 14.5 reversed.

Let the reactions with A, B and C add 0.3, 0.3 and 0.4 nm per fully converted surface. Then (14) and (15) give growth of $1.0/(3.303-2)=0.767$ and $1.0/(3.303-1)=0.434$ nm per cycle. From a surface wholly in state 1, the first forward cycle adds 0.838 nm and each of the next five adds 0.767 nm. The reversed cycles add 0.277, 0.282, 0.546, 0.353, 0.493 and 0.391 nm. In the first reversed cycle only A finds a partner, giving $0.3\times0.9247=0.277$ nm. From the third cycle on, the deviations from 0.434 nm alternate in sign and shrink by a factor of about 0.73 each time.

Doubling all pulse times squares $x$, $y$ and $z$. The forward modulus falls to 0.0006, while the reversed eigenvalue moves to $-0.972$, close to the undamped alternation.

### Nonlinear steps

If neighbouring groups hinder a reaction, the outcome depends on how the groups are arranged as well as on their fractions. In a mean-field description, where each site feels only the average composition, the steps are smooth nonlinear maps $f_A,f_B,f_C$ of the fractions. Let $p_*$ be a fixed point of $f_C\circ f_B\circ f_A$. By the chain rule, small deviations are multiplied by $C_*B_*A_*$, where $A_*$ is the derivative of $f_A$ at $p_*$, $B_*$ that of $f_B$ at $f_A(p_*)$, and $C_*$ that of $f_C$ at $f_B(f_A(p_*))$. The order BCA has the fixed point $f_A(p_*)$ and the derivative $A_*C_*B_*$, so (3) still applies. Reversal generally visits other surfaces and so multiplies other derivatives. The protection of two-state surfaces and of detailed balance is then no longer guaranteed.

### Comparison with the real process

The three reactants are used in molecular layer deposition. The temperature, pressure, pulse times, reaction probabilities and layer thicknesses above are trial values, not a measured recipe. Conversions of 86–94 % are low for a recipe meant to saturate. The table shows the effect of several neglected processes, with the pulse times held fixed. Linear cases use matrix exponentials of the altered rate equations; the steric case uses the derivative at the periodic surface, found by iteration.

| Change | Forward modulus | Reversed eigenvalue |
|---|---:|---:|
| none | 0.025 | −0.73 |
| A attacks amine, relative rate 0.1 | 0.022 | −0.54 |
| A attacks amine, relative rate 1 | 0.010 | +0.010 |
| 5 % carry-over | 0.019 | −0.52 |
| 10 K cooler | 0.050 | −0.57 |
| steric blocking | 0.033 | −0.60 |

Carry-over means that each pulse contains the previous reactant at 5 % of its normal rate, through poor purging or release from the film. Cooling assumes an activation energy of 0.3 eV; together with the slightly higher impact rate at fixed pressure, this lowers the rates to 0.81 of their values. Steric blocking multiplies each rate by one minus 0.3 times the fraction of product groups.

Of these changes, amine attack at relative rate 1 has the largest effect on the reversed eigenvalue. A then converts states 1 and 3 to 2 equally fast. On a zero-sum deviation it then acts as multiplication by $x$, which commutes with everything. Only B and C remain to be ordered, and reversing two steps is harmless. The product $CB$ has eigenvalues 1, $y$ and $z$, so both orders have convergence eigenvalues $xy$ and $xz$, the larger being $0.0753\times0.1360=0.010$. The reversed film is nevertheless different: per site and cycle it takes up 0.87 units of A and of B but only 0.06 of C, against 0.76 of C in the forward order. Trimethylaluminium can react with amines, and the reversed order likewise exposes aluminium-methyl groups to maleic anhydride and acid groups to ethanolamine. If C converts state 2 to 1, or B converts state 1 to 3, at relative rate 0.1, the reversed eigenvalue becomes $-0.57$ or $-0.53$, and $-0.31$ when all three cross-reactions act at that rate. At relative rate 1, any one of them removes the alternation by the same commutation argument. The slow reversed alternation is therefore a property of the ideal model and should not be expected of the real process without evidence that all three cross-reactions are slow.

Sites can also die, for instance when a molecule binds at both ends. If 2 % of the B conversions end in dead sites, the loss per cycle is about $0.02J$: 1.5 % of the active sites forward and 0.9 % reversed. The eigenvalue 1 then drops below one, and steady growth gives way to a slow decline. Equation (3) still protects the eigenvalues under cyclic shifts, since it does not require site conservation. The model also gives each site a single end group. Attached trimethylaluminium can keep two methyl groups; if both react with ethanolamine, the chain branches and one active site becomes two. This branching, reactant dimers, reactions inside the film, depletion in deep features and attachment of ethanolamine by its amine end are not included in these numbers.

Numerical values quoted here were computed with a short program.
